# The cubic term in the short-distance electronic energy of H2+, part 2

One electron moves in the field of two fixed point protons at $\pm\mathbf d$, a distance $R=2d$ apart. We seek the origin of the cubic term in its ground energy $E(R)$, which excludes the proton repulsion $1/R$. Hartree atomic units are used except in the collision example. The electron is at distances $r$, $r_a$, $r_b$ from the midpoint and the protons, and $\theta$ is measured from the molecular axis at the midpoint. Also, $\xi=(r_a+r_b)/R$ and $\eta=(r_a-r_b)/R$.

At $R=0$ the united atom, with charge $2$, has $\psi_0=\sqrt{8/\pi}\;e^{-2r}$ and density $\rho=\rho_0e^{-4r}$, $\rho_0=8/\pi$. Splitting its charge adds $V=2/r-1/r_a-1/r_b$. With the cloud frozen, the average of $V$ in $\psi_0^2$ is

$$\langle V\rangle_0=64\left(\frac{d^2}{6}-\frac{4d^3}{12}\right)+O(d^4)
=\frac83R^2-\frac83R^3+O(R^4).\tag{1}$$

A Gaussian density $\rho_0e^{-4r^2}$ would give no cubic term here. The full energy has been proved to be

$$E(R)=-2+\frac83R^2-\frac{16}{3}R^3+O(R^4)\qquad(R\to0),\tag{2}$$

so everything beyond first order must add up to $-\frac83R^3+O(R^4)$. The proof used the bounds

$$-2+w-\frac{CR^2w}{2\alpha}\le E\le-2+w .\tag{7}$$

Here $C=8+\frac{32}3e^{2R}$, $\alpha=\frac12-\frac{we^{2R}}3>0$, and $w$ is the mean of $W=2(1-\eta^2)/(\xi^2-\eta^2)$ with weight $e^{-2(r_a+r_b)}$:

$$w=\frac{\frac23a^2}{1+a+\frac13a^2}=\frac{\frac83R^2}{1+2R+\frac43R^2},\qquad a=2R.\tag{6}$$

Write the perturbed wavefunction as $\psi_0(1+F)$. To first order in $V$, with $E_1=\langle V\rangle_0$,

$$\frac12\nabla^2F-2\,\frac{\partial F}{\partial r}=V-E_1 .\tag{8}$$

At $r\sim R$ the leading part $\chi$ of $F$ obeys $\nabla^2\chi=2V$, with the solution

$$\chi=2r-r_a-r_b .\tag{9}$$

It moves the cusp from the midpoint to the protons. For $r\gg R$, $\chi\approx-d^2\sin^2\theta/r$.

## The energy of the displacement

The second-order energy is $\int\psi_0^2VF\,d^3r$, with $F$ chosen to have zero average in $\psi_0^2$. For the leading term, replace $\psi_0^2$ by $\rho_0$ and $F$ by $\chi$:

$$E_2\approx\rho_0\int V\chi\,d^3r .$$

For $r\gg R$ the integrand falls as $R^4/r^4$, so with the factor $r^2dr$ the integral converges at $r\sim R$. The energy is collected in that small region.

The integral is easiest in Fourier space. The transform of $1/r$ is $4\pi/k^2$, and a displacement by $\pm\mathbf d$ multiplies it by a phase. Hence

$$\hat V(\mathbf k)=\frac{8\pi}{k^2}\left(1-\cos\mathbf k\cdot\mathbf d\right),\qquad \hat\chi=-\frac{2\hat V}{k^2},$$

where the second relation is $\nabla^2\chi=2V$. Therefore

$$\int V\chi\,d^3r=-2\int\frac{d^3k}{(2\pi)^3}\frac{|\hat V|^2}{k^2}
=-\frac{16}\pi\int d^3k\,\frac{(1-\cos\mathbf k\cdot\mathbf d)^2}{k^6}.\tag{10}$$

This is a second-order sum over free-electron states of energy $k^2/2$. The important ones have $k\sim1/R$. Their energies grow as $1/R^2$, which is why the binding of the atom drops out of the leading term.

Let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf d$, so that $d^3k=2\pi k^2\,dk\,d\mu$. With $x=kd|\mu|$,

$$\int V\chi\,d^3r=-32\,d^3\int_{-1}^1|\mu|^3d\mu\;J=-16\,d^3J,\qquad J=\int_0^\infty\frac{(1-\cos x)^2}{x^4}dx .$$

To find $J$, set $g=(1-\cos x)^2=\frac32-2\cos x+\frac12\cos2x$. Near $x=0$, $g\approx x^4/4$, so three integrations by parts leave no boundary terms:

$$J=\frac13\int_0^\infty\frac{g'}{x^3}dx=\frac16\int_0^\infty\frac{g''}{x^2}dx=\frac16\int_0^\infty\frac{g'''}{x}dx .$$

Here $g'''=-2\sin x+4\sin2x$, and $\int_0^\infty\sin(bx)/x\,dx=\pi/2$ for any $b>0$. This gives $J=\frac16(-2+4)\frac\pi2=\frac\pi6$. With $d^3=R^3/8$,

$$\int V\chi\,d^3r=-\frac\pi3R^3,\qquad
E_2\approx\frac8\pi\left(-\frac\pi3R^3\right)=-\frac83R^3 .\tag{11}$$

This is the missing half. Direct integration over space and integration of (10) both gave $-1.04720$ at $R=1$, in agreement with $-\pi/3$.

The bookkeeping of the cubic term is now complete. Half comes from the cusp of the united-atom density, felt by charges that move through a fixed cloud. Half comes from the cloud moving its cusp from the midpoint to the protons.

## Smeared nuclei

The role of the point charges can be seen by replacing each of them, including the charge $2$ at the midpoint, with a Gaussian charge of fixed width. This multiplies $|\hat V|^2$ in (10) by $e^{-k^2s^2}$, where $s$ is a length proportional to the width. Large $k$ is then cut off. For $R\ll s$ one may use $1-\cos\mathbf k\cdot\mathbf d\approx(\mathbf k\cdot\mathbf d)^2/2$. The integrand becomes proportional to $d^4$, and the remaining integral converges. The contribution starts at $R^4$. A numerical comparison of this integral at $R=0.05$ and $R=0.1$ bohr, with $s=1$ bohr held fixed, gave the power $4.000$. Only the power carries over to the energy. The states that matter now have $k\sim1/s$, so the binding of the atom no longer drops out. At $s=1$ bohr the free-electron integral times the central density of the smeared atom, $0.054$ bohr$^{-3}$ rather than $8/\pi$, overestimates the size of the $R^4$ coefficient beyond first order by a factor of about 20.

There is also a symmetry argument for the full energy. The change $\mathbf d\to-\mathbf d$ merely exchanges the protons, so $E$ is an even function of $d$. For smeared charges the potential is a smooth function of $\mathbf d$ with bounded derivatives, and the isolated ground level is then smooth in $d$ too. A smooth even function has even powers in its Taylor series. For point charges the energy is still even, but the odd term is $-\frac{16}3|R|^3$, which is not smooth at $R=0$.

## What the multipole expansion misses

Ordinary perturbation theory with the full $V$ does find the cubic term, as (1) and (11) show. The method that misses it expands $V$ in powers of $d$ before taking averages:

$$V=-(\mathbf d\cdot\nabla)^2\frac1r-\frac1{12}(\mathbf d\cdot\nabla)^4\frac1r-\dots$$

Odd powers cancel between the two protons, so no order of this expansion can produce $R^3$.

The first term is a point quadrupole. Away from the origin it equals $-2d^2P_2(\cos\theta)/r^3$, with $P_2$ the second Legendre polynomial, and this averages to zero over a spherical density. At the origin it contains the contact term $\frac{4\pi}3d^2\delta(\mathbf r)$, because $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ is shared equally among the three directions. Its average is

$$\frac{4\pi}3\cdot\frac{R^2}4\cdot\frac8\pi=\frac83R^2 ,$$

so the quadratic term is correct.

The next order fails. In first order, the spherical part of $(\mathbf d\cdot\nabla)^4(1/r)$ is proportional to $\nabla^2\delta(\mathbf r)$, whose average requires $\nabla^2\rho$ at the origin. For a cusped density $\nabla^2\rho=\rho''+2\rho'/r$, which behaves as $-8\rho_0/r$ and has no finite value there.

In second order the quadrupole diverges as well. Put $F=f(r)P_2$ in (8), with $V=-R^2P_2/(2r^3)$. The constant $E_1$ has no $P_2$ part, and

$$\frac12\left(f''+\frac2rf'-\frac6{r^2}f\right)-2f'=-\frac{R^2}{2r^3}.$$

The solution is

$$f=\frac{R^2}6\left(\frac1r+\frac23\right).$$

To check it, insert $1/r+\frac23$ on the left. The term $1/r$ gives $-3/r^3+2/r^2$ and the constant gives $-2/r^2$. The sum is $-3/r^3$, and the factor $R^2/6$ turns it into $-R^2/(2r^3)$. The $1/r$ part also matches the tail of $\chi$: since $\sin^2\theta=\frac23(1-P_2)$, the $P_2$ part of $-d^2\sin^2\theta/r$ is $\frac23d^2P_2/r=R^2P_2/(6r)$.

The angular average of $P_2^2$ is $\frac15$. The second-order energy collected outside a radius $c$ is then

$$\int_c^\infty4\pi r^2\,\frac8\pi e^{-4r}\left(-\frac{R^2}{2r^3}\right)\frac{R^2}6\left(\frac1r+\frac23\right)\frac{dr}5
\approx-\frac8{15}\,\frac{R^4}c\qquad(c\to0).\tag{12}$$

At $c=10^{-5}$ bohr, numerical integration gave $-0.5331$ for the energy times $c/R^4$, close to $-\frac8{15}=-0.5333$.

A formal series would assign this energy to the order $R^4$ with an infinite coefficient. In the molecule the point quadrupole stops being valid at $r\sim R$. A cutoff $c$ proportional to $R$ turns $R^4/c$ into $R^3$. With $c=R/2$, for instance, (12) gives $-\frac{16}{15}R^3$. This has the right sign and order, but it is not the coefficient. The coefficient needs the inner region, where (9) holds. The quadrupole is not even the larger part. The contact term also diverges in second order, because its response $-2d^2/(3r)$, the spherical part of the tail of $\chi$, is infinite at the origin. Splitting $\rho_0\int V\chi\,d^3r$ into multipoles gives $-\frac85R^3$ from the spherical part, all of it inside $r=R/2$, about $-1.02R^3$ from the $P_2$ part and about $-0.05R^3$ from the rest.

## Energies at small separation

The two-centre Schrödinger equation separates in the coordinates $\xi$ and $\eta$ and can be solved numerically without any expansion in $R$. The last column below should tend to the cubic coefficient.

| $R$ (bohr) | $E$ (hartree) | $(E+2-\frac83R^2)/R^3$ |
|---|---|---|
| 0.08 | −1.98549674 | −5.007 |
| 0.04 | −1.99606547 | −5.190 |
| 0.02 | −1.99897549 | −5.269 |
| 0.01 | −1.99973864 | −5.304 |
| 0.005 | −1.99993400 | −5.319 |

By (2), the ratio differs from its limit by a term of order $R$. If that term is taken as linear, the last two rows extrapolate to $2(-5.31927)-(-5.30367)=-5.3349$. This differs from $-\frac{16}3=-5.3333$ by $0.03\%$ of the latter. The deviation is not exactly linear. Divided by $R$, it runs $2.81, 2.97, 3.22, 3.59, 4.08$ from the last row to the first, and the slope of this sequence in $R$ keeps growing as $R$ shrinks, as a term $R^5\ln R$ in $E$ would cause. The expansion should not be read as a plain power series. The same extrapolation after subtracting the full first-order energy gives $-2.6682$, against $-\frac83=-2.6667$ from (11). All five energies were also tested against the two bounds (7) and lie between them.

## A proton striking a hydrogen atom

A proton of 200 eV meets a free hydrogen atom at rest, head-on. The masses are taken as equal, so half the energy, 100 eV, is available in the centre-of-mass frame. In the ground, or gerade, state the interaction energy measured from a separated proton and atom is

$$U(R)=\frac1R+E(R)+\frac12 ,$$

since the free atom has energy $-\frac12$. The electron is assumed to follow the protons adiabatically. The closest approach is where $U=100$ eV. With the numerical $E(R)$ it is $0.010364$ nm, or $0.19585$ bohr. One hartree is $138.940\times0.19585=27.211$ eV, and the balance at that point is

$$138.940-52.545+13.606=100.00\ \text{eV}.$$

The electronic energy itself is made up as

$$-54.42+2.783-1.090+0.184=-52.54\ \text{eV}.$$

These are the united-atom value, the quadratic term, the cubic term and the remainder. The cubic term cancels a fraction $2R=0.39$ of the quadratic one. Cutting the series at successive orders moves the closest approach as follows.

| electronic energy | closest approach (nm) |
|---|---|
| constant $-2$ hartree | 0.010226 |
| through $R^2$ | 0.010435 |
| through $R^3$ | 0.010350 |
| numerical | 0.010364 |

Relative to the numerical value, the errors are $-1.3\%$, $+0.7\%$ and $-0.1\%$.

The force is a harder trial. Differentiating the two terms gives $-2(2.783)/0.010364=-537$ eV/nm and $+3(1.090)/0.010364=+316$ eV/nm. Their sum is about $-222$ eV/nm, whereas the numerical electronic force is $-294$ eV/nm. The series is $25\%$ too weak, although its energy is off by a mere 0.184 eV. Differentiation multiplies each term by its power of $R$, so the cubic term now cancels a fraction $3R=0.59$ of the quadratic one, and the omitted terms gain still more weight. The expansion in $R$ is near the end of its use for forces here. The total force hardly notices, because the proton repulsion is 13,406 eV/nm.

## What the collision model leaves out

The numbers above hold for a free hydrogen target only. A heavier atom has a larger nuclear charge and more electrons, and needs a separate calculation.

Even for hydrogen, the largest of the omissions estimated here is the second electronic channel. An electron that starts on one of two protons is an equal mixture of the gerade and ungerade states, so the potential used above describes one of two equally probable channels. At the gerade closest approach the ungerade energy is 38.87 eV higher. At the same collision energy that channel turns back at 0.0144 nm, which is $39\%$ farther out. There the lowest ungerade $\pi$ state lies only 0.20 eV above this one, and rotation of the axis couples the two by about 0.6 eV already at one unit of angular momentum, so the picture of two separate channels is limited to strictly head-on motion.

The protons have also been treated as classical particles. Near the turning point their wavefunction varies over the length $(2\mu F)^{-1/3}$, where $\mu$ is half the proton mass and $F$ the net force. Here this is $0.028$ bohr, or $0.0015$ nm, which is $14\%$ of the closest approach and corresponds to about 19 eV in energy. The closest approach is therefore a property of the potential curve and not a sharp distance, and all the shifts in the table above lie well inside this smearing. Head-on motion means zero orbital angular momentum $L$. For $L=1$ and $L=2$ the centrifugal energy $L(L+1)/(2\mu R^2)$ at the closest approach is 0.77 and 2.3 eV, comparable to or larger than the cubic term.

Thermal motion comes next. A target velocity $v_T$ along the line of approach changes the collision energy by about $\frac12Mvv_T$, where $M$ is the proton mass and $v$ the speed of the projectile. For a free atom at 300 K the root-mean-square change is 1.61 eV, more than the cubic term. Divided by the net force of about 13,100 eV/nm, it moves the closest approach by about 0.00012 nm, or $1.2\%$.

Electron inertia has the scale $\frac12v^2$. With the initial speed $v=0.0895$ atomic units this is about 0.1 eV, an order of magnitude and not a computed correction. The finite proton mass shifts the united-atom energy by 0.0148 eV. At this energy, then, the cubic term is larger than these two corrections. It is smaller than the thermal spread, and far smaller than the quantum smearing of the turning point and the difference between the two electronic channels.

## Computed results

```
Cubic coefficients, hartree/bohr^3:
  mean W, closed form: -5.333333
  two-centre energies, extrapolated: -5.3349
  first order in V: -2.666667
  beyond first order, extrapolated: -2.6682
  inner-region integral: -2.66667
  first order, Gaussian density: 0.0
Quadratic coefficient, first order: 2.666667 hartree/bohr^2
Integral of V chi at R = 1 bohr, real space: -1.04720 a.u.
Same integral, Fourier space: -1.04720 a.u.
Power of R with smeared nuclei: 4.000
Point quadrupole, energy*cutoff/R^4: -0.5331 a.u.
R (bohr) | E (hartree) | (E+2-8R^2/3)/R^3 | upper bound (hartree)
  0.08   -1.9854967376 -5.00665 -1.9853947969
  0.04   -1.9960654668 -5.18959 -1.9960571710
  0.02   -1.9989754853 -5.26900 -1.9989748847
  0.01   -1.9997386370 -5.30367 -1.9997385963
  0.005  -1.9999339982 -5.31927 -1.9999339956
Proton laboratory energy: 200 eV
Centre-of-mass energy: 100.0 eV
Closest approach, gerade channel:
  numerical two-centre energy: 0.010364 nm
  series through R^3: 0.010350 nm
  series through R^2: 0.010435 nm
  united-atom constant -2: 0.010226 nm
Closest approach, numerical: 0.19585 bohr
At that closest approach:
  proton repulsion 1/R: 138.940 eV
  electronic energy E: -52.545 eV
  quadratic term: 2.783 eV
  cubic term: -1.090 eV
  E minus series through R^3: 0.184 eV
  proton repulsion force: 13406.0 eV/nm
  electronic force, numerical: -293.8 eV/nm
  electronic force, series through R^3: -221.5 eV/nm
Effects left out:
  ungerade minus gerade energy: 38.87 eV
  closest approach, ungerade channel: 0.014380 nm
  target temperature: 300 K
  thermal spread of collision energy: 1.61 eV
  initial relative speed: 0.0895 a.u.
  electron inertia scale, m v^2/2: 0.109 eV
  finite proton mass, <p^2>/(4M) at R=0: 0.0148 eV
```
